# Left Null Space of CF4 Dissociation: Atom Conservation and Energy References

## The setting, seen in one reaction

Some electronic-structure programs can report a molecule's energy relative to atomic references: a constant chosen for each element is subtracted once for every atom of that element. The simplest case shows what this setting does. Take the recombination

$$\mathrm{F+F\to F_2},\qquad \Delta E=E(\mathrm{F_2})-2E(\mathrm F).$$

Subtract a constant $\epsilon_F$ per fluorine atom. The energy of F falls by $\epsilon_F$ and that of F$_2$ by $2\epsilon_F$, so

$$\Delta\tilde E=[E(\mathrm{F_2})-2\epsilon_F]-2[E(\mathrm F)-\epsilon_F]=\Delta E .$$

The weights $(1,2)$ for (F, F$_2$) have a second meaning. Each recombination event changes the two particle numbers by $(-2,+1)$, and $1\cdot(-2)+2\cdot 1=0$. The sum $n_{\mathrm F}+2n_{\mathrm{F_2}}$, which counts fluorine atoms, is therefore conserved. A shift of energies that leaves the reaction energy alone and a sum of densities that the reaction leaves alone are given by the same row of weights.

For a network of reactions, these rows form the left null space of the stoichiometric matrix. Computing it tells the user how many energy references are free, and which totals a plasma-chemistry calculation must conserve. The network treated here is the stepwise dissociation of CF$_4$ by electrons in an etching plasma, with recombination of the released fluorine.

## The network and its matrix

The species, in fixed order, are CF$_4$, CF$_3$, CF$_2$, CF, F, F$_2$. The reactions are

1. $\mathrm{CF_4\to CF_3+F}$
2. $\mathrm{CF_3\to CF_2+F}$
3. $\mathrm{CF_2\to CF+F}$
4. $\mathrm{2F\to F_2}$, at a wall or with a third body

The electrons that drive the first three steps, the wall and the third body are a background and are not listed. Let $S_{ij}$ be the net change in the number of species $i$ in one event of reaction $j$, positive for products:

$$S=\begin{pmatrix}-1&0&0&0\\ 1&-1&0&0\\ 0&1&-1&0\\ 0&0&1&0\\ 1&1&1&-2\\ 0&0&0&1\end{pmatrix}.$$

**Densities.** In a closed, well-mixed volume the column $n$ of densities obeys $dn/dt=S\,r(n)$, where $r_j$ is the number of events of reaction $j$ per volume and time. For a constant row $\ell$,

$$\frac{d(\ell n)}{dt}=\ell S\,r(n).$$

If $\ell S=0$, the sum $\ell n$ is constant whatever the rates are. The converse needs the rate functions to be linearly independent. Here $r_1,r_2,r_3$ are proportional to the densities of CF$_4$, CF$_3$ and CF$_2$, and $r_4$ is zero without F and positive with it. Suppose a combination $\sum_j(\ell S)_jr_j$ vanishes for all densities. At zero F density only the first three terms remain, and since the three densities can be chosen freely, their coefficients must be zero. With F present, the fourth coefficient must then be zero too. The linear invariants valid for every state are thus the solutions of $\ell S=0$. Nonlinear constants of motion that depend on the rate constants are not counted.

**Energies.** Let $E$ be the row of species energies. The reaction energies, products minus reactants, are the entries of $ES$. Adding a row of shifts $s$ to $E$ changes them by $sS$, so the shifts that leave all reaction energies unchanged satisfy $sS=0$. This is the same equation.

## Why there are two solutions

Suppose the columns of $S$, weighted by $x_1,\dots,x_4$, add to zero. The CF$_4$ row gives $-x_1=0$. The CF$_3$ row gives $x_1-x_2=0$, so $x_2=0$. The CF$_2$ row gives $x_2-x_3=0$, so $x_3=0$. The F$_2$ row gives $x_4=0$. The four columns are independent and the rank is 4. With six species, the left null space has dimension $6-4=2$.

The solutions follow directly. Write $\ell(\mathrm{CF})=a$ and $\ell(\mathrm F)=b$. Each column of $\ell S=0$ says that the weight of the reactants equals that of the products:

$$\ell(\mathrm{CF_2})=a+b,\quad \ell(\mathrm{CF_3})=a+2b,\quad \ell(\mathrm{CF_4})=a+3b,\quad \ell(\mathrm{F_2})=2b.$$

Counting atoms gives two members of this family:

$$c=(1,1,1,1,0,0)\ \ (a=1,b=0),\qquad f=(4,3,2,1,1,2)\ \ (a=1,b=1).$$

They are independent, because $c$ vanishes on F and $f$ does not. They therefore span the whole space, and any solution is

$$\ell=(a-b)\,c+b\,f .$$

On CF this gives $(a-b)+b=a$, and on CF$_4$ it gives $(a-b)+4b=a+3b$, as required. If $a$ and $b$ are integers, so are both coefficients: every integer invariant is an integer combination of carbon and fluorine counts.

For the energy setting, this means that the network leaves two reference constants free, one per element.

## The algorithm, and what it returns

For larger networks the solution is found by elimination. Write the identity matrix beside $S$ and apply row operations to both. The operations amount to multiplication by an invertible matrix $M$, which turns $[S\,|\,I]$ into $[MS\,|\,M]$. Where a row of $MS$ is zero, the same row $m$ of $M$ satisfies $mS=0$. The rows of $M$ are independent, and the number of zero rows is the number of species minus the rank, so these rows form a complete basis. Exact fractions avoid having to decide whether a small number is zero.

Here is the calculation by hand. The vector after each arrow is the record kept in the identity part, and $e_i$ is the unit row for species $i$.

First column, with the CF$_4$ row $(-1,0,0,0)\to e_1$ as pivot. Adding it to the CF$_3$ and F rows gives

$$(0,-1,0,0)\to e_1+e_2,\qquad (0,1,1,-2)\to e_1+e_5 .$$

Second column, with the new CF$_3$ row as pivot. Adding it to the CF$_2$ and F rows gives

$$(0,0,-1,0)\to e_1+e_2+e_3,\qquad (0,0,1,-2)\to 2e_1+e_2+e_5 .$$

Third column, with the new CF$_2$ row as pivot. Adding it to the CF and F rows gives

$$(0,0,0,0)\to e_1+e_2+e_3+e_4,\qquad (0,0,0,-2)\to 3e_1+2e_2+e_3+e_5 .$$

The first of these is a null vector, $(1,1,1,1,0,0)=c$. In the fourth column the F row is the pivot. Adding half of it to the F$_2$ row $(0,0,0,1)$ gives zero, with record $\tfrac12(3,2,1,0,1,0)+e_6$. Multiplication by 2 clears the fractions:

$$(3,2,1,0,1,2)=f-c .$$

The second vector is not the fluorine count. It counts the fluorine beyond one atom per carbon. No reaction in the list splits CF, so the network treats CF as a unit, and "CF units plus detachable fluorine" describes it as well as "carbon plus fluorine". The null space fixes a plane, not the axes in it. The element rows are recovered by using the chemical formulas, which here means adding the two vectors.

Another way is to list free carbon and add $\mathrm{CF\to C+F}$. One species and one independent column are added, so the dimension stays two, and $\ell(\mathrm{CF})=\ell(\mathrm C)+\ell(\mathrm F)$. Setting the weights of the free atoms (C, F) to $(1,0)$ and then to $(0,1)$ now gives the carbon and fluorine counts without using the formulas of the molecules.

## How the reaction list changes the count

Each change below can be read from the conditions on $a$ and $b$.

- Without recombination, nothing relates F$_2$ to F. The weight of F$_2$ is a third free number, and there are three invariants.
- If fluorine is lost at the wall and F$_2$ is not listed, the loss requires $b=0$. Only carbon survives.
- If deposition of CF$_2$ as an unlisted film is added to the original four reactions, the loss requires $a+b=0$. With $b=1$, $a=-1$, the survivor is $f-2c=(2,1,0,-1,1,2)$. Each lost CF$_2$ removes two fluorine atoms and one carbon, which cancel in this combination. Listing the film as a species restores both invariants.
- A reverse reaction such as $\mathrm{CF_3+F\to CF_4}$ adds the negative of an existing column. The direct step $\mathrm{CF_4\to CF_2+2F}$ adds the sum of the first two. Neither changes the null space.

For neutral carbon-fluorine species that do not all share one ratio of carbon to fluorine, $c$ and $f$ are independent, and a count other than two is informative. A surplus means that the list has fewer independent reactions than these species allow, and it does not show that the listed ones are balanced; a deficit points to a missing product or an unbalanced reaction. If all species share one ratio, as F and F$_2$ do, or CF$_2$ and C$_2$F$_4$, the element rows span only one dimension, and a balanced list can give a count of one. A count of two does not by itself prove that the reactions are balanced: if F is left out of the products of one dissociation step, the count is still two, but $fS$ is no longer zero. The products $cS$ and $fS$ should therefore be checked as well. If ions and electrons were both listed, with charge balanced in every reaction, charge would be a further invariant. With the electrons left as an unlisted background, the charge of the listed ions is not conserved once the list contains a step such as ionization or attachment that creates or consumes electrons.

## Guidance for energy references

**Use the same constants for every species.** Suppose the energy of CF$_3$ alone is shifted by $\delta$, for instance because it was referred to a different zero. Then $s=\delta e_2$ and

$$sS=(\delta,-\delta,0,0).$$

The first dissociation energy is too high by $\delta$ and the second too low by $\delta$. Their sum is correct, so a check of the overall energy of $\mathrm{CF_4\to CF_2+2F}$ would not reveal the fault.

**Do not confuse the reference atom with the atom as a species.** The reference $\epsilon_F$ may be any constant, including the energy of an artificial atom without spin polarization. The F atom in the reactions is a real species with an unpaired electron. Let its energy lie below that reference by $p$, so that its referenced energy is $-p$. Entering zero instead raises it by $p$, and the reaction energies change by

$$sS=p\,e_5S=(p,p,p,-2p).$$

Every dissociation step appears too costly by $p$, and recombination appears to release $2p$ too much. The cure is to give the F atom its own computed energy, relative to the same constant as the molecules.

**Do not expect the setting to improve a reaction energy.** A consistent change of references has no effect on it. Errors of the functional or the basis set that are not a fixed amount per atom remain.

## A chamber in numbers

The density side can be followed in a closed cylindrical chamber without a wafer, of radius and height 15 cm, filled with pure CF$_4$ at 20 mTorr and 400 K. The electron density is held at $10^{11}$ cm$^{-3}$ from the start. The rate coefficients for CF$_4$, CF$_3$ and CF$_2$ are $2$, $3$ and $3\times10^{-10}$ cm$^3$/s, which gives dissociation frequencies of 20, 30 and 30 s$^{-1}$.

Fluorine recombines at the wall with probability 0.02 per impact. The impact flux is a quarter of density times mean speed, $6.677\times10^4$ cm/s, and the ratio of wall area to volume is $2/15+2/15=0.267$ cm$^{-1}$. The loss frequency of F is

$$k_w=0.02\times\frac{6.677\times10^4}{4}\times0.267\approx 89\ \mathrm{s^{-1}}.$$

Since each event uses two atoms, $r_4=k_wn_{\mathrm F}/2$.

The ideal-gas law gives an initial density of 4.828, in units of $10^{14}$ cm$^{-3}$ used from here on. After 20 ms, CF$_4$ has fallen by the factor $e^{-20\times0.020}=e^{-0.4}$ to 3.236. The other densities are 1.173 (CF$_3$), 0.340 (CF$_2$), 0.078 (CF), 0.993 (F) and 0.548 (F$_2$). The carbon total is

$$3.236+1.173+0.340+0.078=4.827,$$

which is the initial density to within rounding, and the fluorine total is

$$4(3.236)+3(1.173)+2(0.340)+0.078+0.993+2(0.548)\approx19.31,$$

which is four times the initial density. F$_2$ holds 5.7 % of the fluorine, so a total that omitted it would show a false loss of that size.

The number of particles is not conserved. The row of ones gives $(1,1,1,1,1,1)S=(1,1,1,-1)$: dissociation adds a particle and recombination removes one. In the closed volume, at fixed temperature, the pressure rises from 20 to 26.4 mTorr in 20 ms.

A numerical test looked for invariants without using $S$. The rate equations were written species by species, and the changes from the initial state were collected at 60 times between 1 and 100 ms. The singular values of this table, relative to the largest, are 1, 0.20, 0.026 and 0.0031, followed by two below $10^{-11}$. The run moves in four directions and is fixed in two, and the four are orthogonal to $c$ and $f$. A poorly chosen run could hide directions: starting from pure CF, nothing reacts and all six densities stay constant.

## Using the totals in a kinetic calculation

The two totals can replace two rate equations, but not for every pair of species. The weights of the eliminated pair in $c$ and $f$ must form an invertible $2\times2$ matrix. For CF$_4$ and F$_2$ the determinant is $1\cdot2-0\cdot4=2$, so both can be eliminated. For F and F$_2$ it is $0\cdot2-0\cdot1=0$, because the carbon total contains neither.

When a single species is obtained from the carbon total, an abundant one is the better choice. If CF is obtained as the carbon total minus the other three densities, an error of 0.1 % of the total, about 0.005, is 6 % of the CF density at 20 ms. The same absolute error in CF$_4$ is 0.15 %. For a pair, the inverse of the $2\times2$ matrix matters as well. Eliminating CF$_4$ and CF$_3$ together, for example, uses the combinations $f-3c$ and $4c-f$ of the totals, whose coefficients can enlarge the errors.

Constant totals test the bookkeeping, not the rates. When $\mathrm{CF_3+F\to CF_4}$, with a rough coefficient of $10^{-12}$ cm$^3$/s, and electron dissociation of F$_2$, with $5\times10^{-10}$ cm$^3$/s, are included together, CF$_4$ at 20 ms rises from 3.24 to 3.79 and F falls from 0.99 to 0.77. Both totals stay as they were.

**With gas flow**, a different combination is useful. Let CF$_4$ be fed at a rate $\phi$ per volume, and let all species be pumped with one frequency $\nu(t)$:

$$\frac{dn}{dt}=Sr+\phi\,e_1^{T}-\nu n .$$

Choose $\ell=f-4c=(0,-1,-2,-3,1,2)$. It annihilates $S$, and its weight on the feed gas is zero, so $I=\ell n$ obeys $dI/dt=-\nu I$. Starting from pure CF$_4$, $I=0$ and it remains zero: the gas keeps four fluorine atoms per carbon. The separate totals need not stay constant. For a feed of 50 sccm, a residence time of 229 ms, and a throttle assumed to hold the pressure at 20 mTorr without delay, the carbon total falls by 23 % in 20 ms, because the particles created by dissociation must be pumped away. The computed F/C ratio remains 4.000000. Both results depend on the assumptions. Holding the pressure requires the pumping frequency to jump at once from 4.4 to $4.4+20\approx24$ s$^{-1}$. The fixed ratio requires one frequency for all species: if lighter species leave faster, with frequencies scaling as the inverse square root of the mass, the ratio in the throttled case is 3.96 at 20 ms.

## How far a real chamber departs from this

The pressure, electron density and flow are rough typical values for a low-pressure inductively coupled etcher; the rate coefficients and surface probabilities are rough as well and depend on electron energy and wall condition. A sealed chamber is not how such a reactor is run, and in the throttled case both separate totals fall by 23 %. They would stay constant if the pumping frequency were instead held at $\phi$ divided by the initial CF$_4$ density. The next largest departure in these estimates is deposition. With sticking probabilities of 0.01 for CF$_3$ and CF$_2$ and 0.1 for CF, the listed gas lacks about 8 % of its carbon and 5 % of its fluorine after 20 ms. A silicon wafer of radius 10 cm that consumes F with probability 0.05 removes 1.4 % of the fluorine if its loss is added to that of the full wall. Splitting of CF into unlisted carbon hides 0.23 % of the carbon, and ions hold less than 0.1 % of either element if negative ions are three times as numerous as electrons, with positive ions counted as CF$_3^+$ and negative ions as F$^-$. These percentages refer to the initial amount of each element, with each effect added alone to the closed chamber. The deposition figures use the surface-limited loss rate and the four forward reactions only. Diffusion slows the loss of CF by about a third and lowers the carbon figure to about 7.5 %, and the two reverse reactions used above lower the figures to about 6 % and 4 %.

Two further estimates concern the rates and not the totals. Diffusion of F to the wall takes about 1.2 ms, against 11 ms for loss by surface reaction, so neglecting it overstates the wall loss by roughly a tenth. Three-body recombination in the gas is about $10^{-6}$ of the wall loss, so at this pressure F$_2$ forms at the wall in this model. Deposits and etch products do not violate atom conservation; they carry atoms out of the list. Adding them as species, with their reactions balanced, brings the totals back. The numerical output gives the values behind these figures.

## Computed values

```
species order: CF4 CF3 CF2 CF F F2
S row CF4: [-1, 0, 0, 0]
S row CF3: [1, -1, 0, 0]
S row CF2: [0, 1, -1, 0]
S row CF: [0, 0, 1, 0]
S row F: [1, 1, 1, -2]
S row F2: [0, 0, 0, 1]
rank of S: 4  left nullity: 2
elimination basis: [1, 1, 1, 1, 0, 0] [3, 2, 1, 0, 1, 2]
carbon row: [1, 1, 1, 1, 0, 0]  fluorine row: [4, 3, 2, 1, 1, 2]
change of basis: [[1, 0], [1, 1]]  det: 1
integer invariants with entries 0-4 (with zero): 7
nullity without recombination: 3
F lost, F2 unlisted, basis: [[1, 1, 1, 1, 0]]
CF2 lost to unlisted film, basis: [[2, 1, 0, -1, 1, 2]]
nullity with film listed: 2
nullity with reverse and two-F steps: 2
nullity with CF > C + F and C listed: 2
pressure 20 mTorr, gas 400 K, n_e 1e+11 cm^-3
radius 15 cm, height 15 cm, volume 10603 cm^3
k(CF4,CF3,CF2): 2e-10 3e-10 3e-10 cm^3/s
dissociation frequencies: 20 30 30 s^-1
F: wall probability 0.02, speed 6.677e+04 cm/s, loss 89.0 s^-1
initial CF4 density: 4.8282e+14 cm^-3
densities and tallies below in 1e14 cm^-3
t=0 ms: CF4=4.8282 CF3=0.0000 CF2=0.0000 CF=0.0000 F=0.0000 F2=0.0000; C=4.8282 F=19.3130
t=5 ms: CF4=4.3688 CF3=0.4261 CF2=0.0317 CF=0.0016 F=0.3997 F2=0.0474; C=4.8282 F=19.3130
t=20 ms: CF4=3.2365 CF3=1.1733 CF2=0.3403 CF=0.0782 F=0.9927 F2=0.5478; C=4.8282 F=19.3130
closed-volume pressure at 20 ms: 26.38 mTorr
fluorine held in F2 at 20 ms: 5.67 %
trajectory singular values 1-4, relative: 1.00e+00 1.96e-01 2.60e-02 3.14e-03
trajectory singular values below 1e-11: 2
neglected effects at 20 ms (rough inputs):
sticking CF3, CF2, CF: 0.01 0.01 0.1
  missing C 7.95 %, F 5.21 %
Si wafer, radius 10 cm, F probability 0.05
  missing F 1.40 %
CF > C + F, k 3e-10 cm^3/s, C unlisted: missing C 0.23 %
ions, negative/electron ratio 3: C 0.083 %, F 0.078 %
CF4 feed 50 sccm, residence time 229 ms
  constant pressure: C tally down 23.29 %
  constant pressure: F/C ratio 4.000000
F diffusion time 1.25 ms, wall time 11.23 ms
three-body k 6e-34 cm^6/s: gas/wall F loss 8.5e-07
CF3+F k 1e-12, F2 dissociation k 5e-10 cm^3/s
  CF4 3.2365 -> 3.7937, F 0.9927 -> 0.7694 (1e14 cm^-3)
```
